# Critical Contact Angle Between Cassie and Wenzel States on Pillared Surfaces

A water drop is placed on a silicon wafer covered with narrow pillars whose surface has been made hydrophobic. The water may rest on the pillar tops with gas beneath it, or it may fill the space between the pillars. The distinction matters in wet cleaning: a liquid that stays on top does not reach the floor, while a liquid that has filled the texture must later be dried out of it, when unequal menisci can pull slender pillars together. Which state has the lower energy, and at what contact angle does the preference change?

## Setting and assumptions

The pillars have flat tops, vertical walls and height \(h\). Two numbers fix the energies of the two states compared below, both per unit projected area: the solid contact fraction \(f\), which is the area of the tops, and the roughness ratio \(r\), which is the total solid area. Thus \(0<f<1\) and \(r>1\). The tops contribute \(f\), the floor \(1-f\), and the walls the remainder, \(r-1\).

The solid is rigid and chemically uniform. The gas between the pillars is vented to the surroundings. The drop is a spherical cap much larger than the pillar spacing, so that its pressure and the volume stored in the texture can be neglected at first. Gravity and line tension are also neglected.

Let \(\gamma\) be the liquid–gas surface tension, and \(\gamma_{SV}\), \(\gamma_{SL}\) the energies per area of dry and wetted solid. The Young angle \(\theta\), measured through the liquid on a flat piece of the same material, obeys

\[
\gamma_{SV}-\gamma_{SL}=\gamma\cos\theta .
\]

Wetting a unit area of dry solid therefore changes the energy by \(-\gamma\cos\theta\), which is a cost when \(\theta>90^\circ\). All energies below are relative to the dry textured solid.

In the suspended, or Cassie, state the liquid wets the tops and spans the openings with a flat meniscus of area \(1-f\). In the filled, or Wenzel, state it wets all the solid. The energies per projected area are

\[
e_C=\gamma\left[(1-f)-f\cos\theta\right],\qquad
e_W=-\gamma r\cos\theta .
\]

## Theorem

Let \(90^\circ<\theta<180^\circ\), and define \(\theta_c\) by

\[
\boxed{\cos\theta_c=-\frac{1-f}{r-f}} .
\]

1. At fixed drop volume, the Cassie drop has the lower minimum energy for \(\theta>\theta_c\), the Wenzel drop for \(\theta<\theta_c\), and the two are equal at \(\theta_c\).
2. Neither a flat meniscus at intermediate depth nor a patchwork of large filled and suspended regions has lower energy than the better of the two states.
3. For round pillars, if \(\theta_c\le135^\circ\), separate axisymmetric gas pockets left around the pillar feet do not beat the better state either. If \(\theta_c>135^\circ\), such pockets beat the Wenzel state for \(135^\circ<\theta\le\theta_c\), and the formula no longer marks a change of global minimum.

"Global" refers to minimisation over the whole drop and over the states listed here.

## Lemma 1: the shape of the drop

Let the base have energy \(e\) per projected area, and put \(C=-e/\gamma\). At fixed volume, the energy of a cap with apparent angle \(\phi\) has its minimum at \(\cos\phi=C\) if \(-1<C<1\). If \(C\le-1\), the energy falls towards that of a detached sphere.

**Proof.** Write \(c=\cos\phi\), and let \(R\) be the cap's radius of curvature. Its geometry is

\[
A_{\rm cap}=2\pi R^2(1-c),\quad
A_{\rm base}=\pi R^2(1-c^2),\quad
V=\frac{\pi R^3}{3}v(c),
\]

with \(v(c)=(1-c)^2(2+c)\). The energy is

\[
F=\gamma A_{\rm cap}+eA_{\rm base}
=\pi\gamma R^2u,\qquad
u=(1-c)\left[2-C(1+c)\right].
\]

The radius changes with \(c\) because \(V\) is fixed. Since

\[
v'=-2(1-c)(2+c)+(1-c)^2=-3(1-c)(1+c),
\]

the condition \(dV=0\) gives

\[
\frac{1}{R}\frac{dR}{dc}=-\frac{v'}{3v}
=\frac{1+c}{(1-c)(2+c)} .
\]

Also \(u=2-2c-C(1-c^2)\), so \(u'=-2+2Cc\). Hence

\[
\begin{aligned}
\frac{dF}{dc}
&=\pi\gamma R^2\left[\frac{2(1+c)\{2-C(1+c)\}}{2+c}-2+2Cc\right]\\
&=\frac{2\pi\gamma R^2}{2+c}
\left[2(1+c)-C(1+c)^2-(2+c)+Cc(2+c)\right]\\
&=\frac{2\pi\gamma R^2}{2+c}(c-C).
\end{aligned}
\]

In the last step the terms without \(C\) leave \(c\), and those with \(C\) leave \(-C\). The energy falls for \(c<C\) and rises for \(c>C\), which proves the first claim. If \(C\le-1\), it rises over the whole range \(c>-1\), so its lower limit is at \(c\to-1\), a sphere touching the surface with vanishing base area. \(\square\)

Inserting the two base energies gives the apparent angles

\[
\cos\phi_C=-1+f(1+\cos\theta),\qquad
\cos\phi_W=r\cos\theta .
\]

The Cassie cosine always exceeds \(-1\) here. The Wenzel expression describes an attached drop only while \(r\cos\theta>-1\).

## Lemma 2: lower base energy means lower drop energy

The minimum energy at fixed volume increases strictly with \(e\) for \(-1<C<1\), and is constant for \(C\le-1\).

**Proof.** At \(c=C\) the factor \(u\) becomes

\[
u=(1-C)(2-C-C^2)=(1-C)^2(2+C)=v(C).
\]

Therefore \(F_{\min}=\pi\gamma R^2v(C)=3\gamma V/R\). Eliminating \(R=[3V/(\pi v)]^{1/3}\) yields

\[
F_{\min}=\gamma\left[9\pi V^2(1-C)^2(2+C)\right]^{1/3}.
\]

Because \(v'(C)=-3(1-C^2)<0\), this falls as \(C\) rises, and so rises with \(e=-\gamma C\). For \(C\le-1\) the limiting energy is that of the sphere, \(\gamma(36\pi V^2)^{1/3}\), whatever the value of \(e\). \(\square\)

This lemma allows energies per area to be compared even though the two drops have different base areas.

## Proof of part 1

Subtract the base energies:

\[
e_C-e_W=\gamma\left[(1-f)+(r-f)\cos\theta\right].
\]

The first term is the meniscus that filling removes. The second comes from the walls and floor, of area \(r-f\), that filling wets. The tops are wet in both states and cancel.

Since \(r-f>0\), the difference is negative when \(\cos\theta<-(1-f)/(r-f)\), that is, when \(\theta>\theta_c\). It is positive for \(\theta<\theta_c\). As \(r>1\), the ratio \((1-f)/(r-f)\) lies between 0 and 1, so \(\theta_c\) lies between \(90^\circ\) and \(180^\circ\).

For \(90^\circ<\theta<180^\circ\) both values of \(C\) are below 1, and the Cassie value is above \(-1\). If the Wenzel value is also above \(-1\), Lemma 2 gives the ordering of the drops. If it is not, the Wenzel limit is a detached sphere, which has a higher energy than the attached Cassie drop; in that case \(e_W\ge\gamma>e_C\), so the angle is indeed above \(\theta_c\). \(\square\)

At the crossing both states have the same apparent angle, with

\[
\cos\phi_c=r\cos\theta_c=-\frac{r(1-f)}{r-f}.
\]

This exceeds \(-1\), because \(r(1-f)<r-f\) is equivalent to \(f<rf\). Both drops are therefore attached at the crossing, and their apparent angle cannot tell them apart.

**Limiting cases.** As \(r\to1\) at fixed \(f\), the walls vanish and \(\theta_c\to180^\circ\). As \(r\to\infty\) at fixed \(f\), \(\theta_c\to90^\circ\), since even a slight hydrophobicity makes a large wall area costly to wet. As \(f\to0\) at fixed \(r\), \(\cos\theta_c\to-1/r\). For \(\theta\le90^\circ\) the difference \(e_C-e_W\) is positive, so filling has the lower base energy.

## Proof of part 2, and the barrier

Let a flat meniscus stand at depth \(z<h\). It has wetted the tops and a wall area \((r-1)z/h\), so

\[
e(z)=\gamma\left[(1-f)-\cos\theta\left(f+(r-1)\frac{z}{h}\right)\right].
\]

For \(\theta>90^\circ\) this rises linearly from \(e_C\), so no intermediate depth lies below the Cassie state. Just before floor contact the rise has reached

\[
B_{\rm fill}=\gamma|\cos\theta|(r-1).
\]

At contact the meniscus disappears and the floor, also of area \(1-f\), becomes wet. The energy drops by

\[
B_{\rm empty}=\gamma(1-f)(1+\cos\theta).
\]

These are the barriers for filling and emptying along the flat-meniscus path. Their difference \(B_{\rm fill}-B_{\rm empty}\) equals \(e_W-e_C\), as it must.

Now let a share \(x\) of the base be filled, in patches so wide that the energy of their boundaries is negligible. The mean base energy is \(xe_W+(1-x)e_C\), which is no smaller than the lesser of \(e_W\) and \(e_C\). Lemma 2 carries this over to the drop. \(\square\)

The barrier limits the use of the theorem. A drop set down gently can remain suspended when filling has the lower energy, and a filled texture can remain filled when suspension has the lower energy. The angle \(\theta_c\) orders the energies; it does not predict the observed state without the history of the drop.

## Lemma 3: gas pockets at the pillar feet

Consider a round pillar of radius \(a\) in the Wenzel state, and leave a ring of gas around its foot. The gas touches the wall up to height \(u\le h\) and the floor out to radius \(b\). Let \(\rho\) be the distance from the pillar axis, \(s\) the length along the meniscus profile, \(\kappa=|\cos\theta|\) and \(\sigma=\sin\theta\).

The pocket adds a meniscus and saves the cost of wetting some solid:

\[
\Delta E=\gamma\left[2\pi\int\rho\,ds
-\kappa\left(2\pi au+\pi(b^2-a^2)\right)\right].
\]

Since \(\kappa^2+\sigma^2=1\), the Cauchy–Schwarz inequality gives \(ds\ge\kappa|d\rho|+\sigma|dz|\). Moreover \(\int\rho|d\rho|\ge(b^2-a^2)/2\), and \(\int\rho|dz|\ge au\) because \(\rho\ge a\). The floor terms cancel, leaving

\[
\Delta E\ge2\pi au\gamma(\sigma-\kappa).
\]

For \(\theta\le135^\circ\) we have \(\sigma\ge\kappa\), so no such pocket lowers the energy. \(\square\)

**Proof of part 3.** Suppose first that \(\theta_c\le135^\circ\). For \(\theta\le135^\circ\) the lemma rules pockets out. For \(\theta>135^\circ\) a pocket may beat the Wenzel state, but it must also beat the Cassie state. With one pocket per pillar and \(u\le h\), the gain per projected area is at most \(\gamma(r-1)(\kappa-\sigma)\), since the walls have area \(r-1\). The pocket state's energy \(e_P\) then satisfies

\[
\begin{aligned}
e_P-e_C&\ge\gamma\left[(r-f)\kappa-(1-f)-(r-1)(\kappa-\sigma)\right]\\
&=\gamma\left[(r-1)\sigma-(1-f)(1-\kappa)\right].
\end{aligned}
\]

The bracket is non-negative if

\[
\frac{r-1}{1-f}\ge\frac{1-\kappa}{\sigma}
=\tan\frac{180^\circ-\theta}{2}.
\]

For \(\theta>135^\circ\) the right side is below \(\tan22.5^\circ=\sqrt2-1\). The condition \(\theta_c\le135^\circ\) means \((r-f)/(1-f)\ge\sqrt2\), and subtracting 1 gives \((r-1)/(1-f)\ge\sqrt2-1\). The Cassie state therefore wins.

Suppose instead that \(\theta_c>135^\circ\), and take \(135^\circ<\theta\le\theta_c\). A small pocket with equal legs \(\ell\ll a\) on wall and floor has, per length of pillar circumference and to leading order in \(\ell/a\), the energy \(\gamma\ell(\sqrt2-2\kappa)\). This is negative, so the Wenzel state is not the minimum. At \(\theta_c\) the Cassie state, being equal to it, is not the minimum either. \(\square\)

Long parallel grooves show the same restriction. For width \(w\) and depth \(h\), the two-state formula is \(|\cos\theta_c|=w/(w+2h)\). A numerical search over straight menisci found the smallest \(|\cos\theta|\) at which some gas region becomes favourable. For \(h/w=2\) it was 0.2000, as the formula gives. For \(h/w=0.1\) it was 0.7071, the corner-pocket value, whereas the two-state formula gives 0.8333.

Narrow gaps between neighbouring pillars set a further limit, which \(f\) and \(r\) do not reveal. Take square pillars of side \(s\) whose facing walls are a distance \(g\) apart, and leave that gap dry over the full height. This adds two side menisci of area \(gh\) each and a top meniscus of area \(gs\), and it dries two walls of area \(sh\) each and a floor of area \(gs\). Relative to the Wenzel state,

\[
\Delta E=\gamma\left[2h(g-\kappa s)+(1-\kappa)gs\right].
\]

For \(s=40\) nm, \(h=200\) nm and a cell of 45 nm by 180 nm, the formula gives \(\theta_c=99.7^\circ\), where \(\kappa=0.169\). With \(g=5\) nm the bracket is about \(-535\) nm², so at \(\theta_c\) this partly filled state lies about 4.8 mJ/m² below both the Cassie and the Wenzel state. Such gas bridges are outside the states listed in the theorem and must be checked separately when pillars stand close together.

## Worked example: water on silicon nanopillars

Take round pillars of diameter \(d=40\) nm and height \(h=200\) nm on a square lattice of pitch \(p=90\) nm, with \(\gamma\approx72\) mN/m for water. Then

\[
f=\frac{\pi d^2}{4p^2}=\frac{\pi(40)^2}{4(90)^2}=0.1551,
\]

\[
r=1+\frac{\pi dh}{p^2}=1+\frac{\pi(40)(200)}{(90)^2}=4.1028,
\]

\[
\cos\theta_c=-\frac{1-0.1551}{4.1028-0.1551}=-0.2140,
\qquad \theta_c\approx102.4^\circ .
\]

As a test, the energy of the whole drop was minimised numerically for each state, using the separate solid and liquid areas, and the crossing was located without the formula. Both routes give \(102.358^\circ\). The apparent angle there is about \(151^\circ\).

Two Young angles represent a weaker and a stronger hydrophobic treatment. At \(95^\circ\), where \(\cos\theta=-0.0872\),

\[
e_C=72\,(0.8449+0.1551\times0.0872)\approx62\ \mathrm{mJ/m^2},
\]

\[
e_W=72\times4.1028\times0.0872\approx26\ \mathrm{mJ/m^2}.
\]

Filling is lower by 36 mJ/m², and the filled drop has an apparent angle of \(111^\circ\). At \(108^\circ\), where \(\cos\theta=-0.3090\), the same formulas give 64 and 91 mJ/m². Suspension is now lower by 27 mJ/m², with an apparent angle of \(153^\circ\). Here \(r\cos\theta=-1.268\), so the Wenzel energy has no attached minimum and its limit is the detached sphere.

At \(108^\circ\) the barriers are

\[
B_{\rm fill}=72\times0.3090\times3.1028\approx69\ \mathrm{mJ/m^2},
\]

\[
B_{\rm empty}=72\times0.8449\times0.6910\approx42\ \mathrm{mJ/m^2}.
\]

Over one lattice cell at 298 K, the filling barrier is about \(1.4\times10^5\) times the thermal energy \(k_BT\). Thermal motion will not carry the liquid along this path.

The condition can also be solved for height. With \(d\), \(p\) and \(\theta\) fixed, setting \(r-f=(1-f)/|\cos\theta|\) and subtracting \(1-f\) gives

\[
h_c=\frac{p^2}{\pi d}(1-f)\left(\frac1{|\cos\theta|}-1\right).
\]

At \(108^\circ\) this is 122 nm: taller pillars favour suspension and shorter ones filling. The pocket restriction sets in below 23 nm, where \(\theta_c\) would exceed \(135^\circ\), so the 200 nm pillars are well inside the range of the theorem. With gaps of 50 nm, gas bridges with flat sides between neighbours cost far more than they save.

## What the model leaves out

**Drop pressure.** Filling takes a volume \(h(1-f)\) per projected area out of the cap. From \(F_{\min}\propto V^{2/3}\) and \(F_{\min}=3\gamma V/R\), we have \(dF_{\min}/dV=2\gamma/R\). To first order in \(h/R\), filling thus gains an extra \(2\gamma h(1-f)/R\), and the crossing moves to

\[
\cos\theta_c'=\left(1+\frac{2h}{R}\right)\cos\theta_c .
\]

For \(R=1\) mm the pressure is 144 Pa and the shift is \(0.005^\circ\); gravity, neglected here, gives a hydrostatic head of about 18 Pa at the base of such a drop, an effect of order a tenth of this shift. In a test with the volume of a sphere of radius 50 µm, direct minimisation and this correction both gave \(0.100^\circ\).

**Pillar shape.** If the walls slope at \(88^\circ\) and the tops are unchanged, \(\theta_c\) falls by \(1.2^\circ\). The wider feet add more wall area than they remove from the floor, so \(r\) rises at fixed \(f\). Rounding the top edges to a radius of 5 nm raises \(\theta_c\) by \(0.2^\circ\).

**Line tension.** An energy \(\tau\) per length of the contact line around each top adds \(\tau\pi d/p^2\) to \(e_C\). For a rough magnitude of \(10^{-11}\) N the shift is \(0.03^\circ\), in a direction set by the sign of \(\tau\). The shift is nearly proportional to \(\tau\): about \(0.3^\circ\) for \(10^{-10}\) N and \(3^\circ\) for \(10^{-9}\) N.

**Sealed gas.** If the gas cannot escape, compressing it isothermally from 1 atm to half its volume costs 3.3 mJ/m², after allowing for the work done by the surrounding pressure. The cost grows without limit as the volume goes to zero, so complete filling requires the gas to escape or dissolve. The growth is only logarithmic, however: the cost reaches the 36 mJ/m² gained by filling at \(95^\circ\) only when the gas is compressed to about 5% of its volume.

**Bending.** In a symmetric array the lateral forces on a pillar cancel in both end states. During uneven drying they need not. Suppose that a liquid bridge joins the pillar to one neighbour over its full height, and that the two side menisci of the bridge are flat and parallel to the line between the pillars. Each pulls the pillar towards its neighbour with \(\gamma\) per unit height, so the load is \(q=2\gamma\). On round pillars such flat menisci need a local contact angle below \(90^\circ\), so this case applies only if the receding angle during drying is that low. A clamped beam of modulus \(E\) and \(I=\pi d^4/64\) then has the tip deflection \(qh^4/(8EI)\). With \(E\approx130\) GPa this is 1.8 nm, against a gap of 50 nm. Elastic tilt of the substrate under the pillar foot, which a clamped end ignores, adds roughly 0.3 to 0.4 nm. The fourth power of \(h\) means that, at fixed diameter and load, doubling the height multiplies the clamped-beam deflection by 16. The critical angle by itself therefore says nothing about safety from collapse.

**Relation to real wafers.** The dimensions and Young angles used here are illustrative and were not measured on a particular wafer. For the values assumed here, the \(2^\circ\) wall taper gives the largest shift of \(\theta_c\); the ranking changes if the taper is much smaller or the line tension much larger. Real surfaces also break the assumption of a single Young angle, because advancing and receding angles differ. The stronger treatment lies only about \(6^\circ\) above \(\theta_c\), so a difference of that size can change the predicted ordering. Choosing a treatment by this criterion requires the angle on the actual pillar material, vented gas, pillars stiff enough to stay upright, and a separate assessment of the barrier. The main values of the worked example are listed in the numerical output below.

## Values computed for the example and the checks

```
Pillar diameter: 40 nm
Pillar pitch: 90 nm
Pillar height: 200 nm
Surface tension (rough): 72 mN/m
Solid contact fraction f: 0.1551
Roughness ratio r: 4.1028
cos(theta_c): -0.2140
Critical Young angle, formula: 102.358 deg
Critical Young angle, drop minimisation: 102.358 deg
Apparent angle at crossing: 151.4 deg
Young angle, weak treatment: 95 deg
  cosine of Young angle: -0.0872
  Cassie energy: 61.80 mJ/m^2
  Wenzel energy: 25.75 mJ/m^2
  Cassie minus Wenzel: 36.06 mJ/m^2
Young angle, strong treatment: 108 deg
  cosine of Young angle: -0.3090
  Cassie energy: 64.28 mJ/m^2
  Wenzel energy: 91.28 mJ/m^2
  Cassie minus Wenzel: -27.00 mJ/m^2
Wenzel apparent angle, weak: 111.0 deg
Cassie apparent angle, strong: 153.2 deg
r cos(theta), strong: -1.268
Filling barrier, strong: 69.04 mJ/m^2
Emptying barrier, strong: 42.03 mJ/m^2
Critical height, strong: 121.8 nm
Height where theta_c = 135 deg: 22.6 nm
Deep groove (h/w=2), first gas at |cos|: 0.2000
Shallow groove (h/w=0.1), first gas at |cos|: 0.7071
Shallow groove, two-state formula |cos|: 0.8333
Foot pocket, smallest area ratio: 0.7072
Finite-drop test, numerical shift: 0.1001 deg
Finite-drop test, predicted shift: 0.1001 deg
Taper wall angle: 88 deg
Taper shift of theta_c: -1.20 deg
Top edge radius: 5 nm
Edge rounding shift: 0.22 deg
Line tension (rough): 1e-11 N
Line tension shift, size: 0.032 deg
Drop radius: 1 mm; pressure: 144 Pa
Drop pressure shift: 0.0050 deg
Sealed gas, cost of half filling: 3.31 mJ/m^2
Temperature: 298.15 K
Filling barrier per cell / kT: 1.36e+05
Silicon modulus (rough): 130 GPa
One-sided meniscus tip deflection: 1.76 nm
Gap between pillars: 50 nm
```
